# Alloying, misfit and the critical volume of strained islands

## Question

A strained film on a thick substrate can lower its elastic energy by gathering material into islands, at the cost of extra surface. This question asks how the size at which islands become favoured to grow depends on the misfit.

An island is a cone of base radius $R$ and slope $s=\tan\theta$. It sits on a wide, flat layer of its own composition, with which it can exchange material. The misfit $\varepsilon$ is the fractional amount by which the stress-free lattice of the island and layer exceeds that of the substrate. Assume the following.

- The island is isolated and keeps its slope as it grows.
- All materials are linear elastic and isotropic, with the same Young's modulus $Y$ and Poisson ratio $\nu$. The lattices are coherent, that is, free of dislocations.
- Facet and layer have the same surface energy $\gamma$ per area. Edges cost nothing.
- The layer is neither supersaturated nor depleted: moving material within it costs no energy.

Energies are measured from the state in which the island's volume $V$ is spread thinly over the wide layer.

Data, all rough typical values for shallow germanium-rich islands on silicon: $\gamma=1$ J/m² $=6.242$ eV/nm², biaxial modulus $M=Y/(1-\nu)=140$ GPa $=873.8$ eV/nm³, $\nu=0.27$, $s=0.20$, temperature 900 K, volume per atom 0.0226 nm³. The misfit is 0.040 before alloying and 0.020 after it.

## (a) Surface cost

**Show that the surface cost has the form $AV^{2/3}$, and evaluate $A$.**

*Answer.* The height is $sR$, so

$$V=\tfrac13\pi R^2(sR)=\tfrac13\pi sR^3,\qquad R=\left(\frac{3V}{\pi s}\right)^{1/3}.$$

The slant length is $R\sec\theta$, so the sloping surface has area $\pi R\,(R\sec\theta)=\pi R^2\sec\theta$. It replaces a flat disk of area $\pi R^2$. The cost is therefore

$$\gamma\pi R^2(\sec\theta-1)=AV^{2/3},\qquad A=\gamma\pi(\sec\theta-1)\left(\frac{3}{\pi s}\right)^{2/3}.$$

With $\sec\theta=\sqrt{1+s^2}$ we have $\sec\theta-1=0.01980$, and $(3/0.2\pi)^{2/3}=2.835$. Hence

$$A=6.242\times\pi\times0.01980\times2.835=1.10\ \text{eV/nm}^2.$$

The island adds only 2% to the area it covers. $A$ is thus a small difference between two large surface energies, which matters in part (f).

## (b) Elastic gain

**Find the elastic energy per volume of the flat layer. Then show, without solving for the strain field, that the island releases an energy $B\varepsilon^2V$ with $B$ independent of $\varepsilon$ and $V$.**

*Answer.* The substrate compresses the flat layer by $\varepsilon$ in both in-plane directions, while the free top surface leaves no normal stress. For equal in-plane stresses of size $\sigma$, Hooke's law gives $\varepsilon=(\sigma-\nu\sigma)/Y$, so $\sigma=Y\varepsilon/(1-\nu)=M\varepsilon$. Each of the two directions stores $\frac12\sigma\varepsilon$ per volume:

$$w=2\times\tfrac12\sigma\varepsilon=M\varepsilon^2.$$

An island has free sides, so it can expand sideways and drag the substrate with it. Consider first an island directly on a very thick, wide substrate. Its elastic energy is the minimum, over all displacement fields $\mathbf u$, of

$$U[\mathbf u]=\int\tfrac12\,(e-e^*)\,C\,(e-e^*)\,d^3x .$$

Here $e$ is the strain formed from the first derivatives of $\mathbf u$, $C$ is the stiffness, and $e^*$ is the stress-free strain: $\varepsilon$ along each axis in the island and zero in the substrate.

*Dependence on misfit.* Multiply $\varepsilon$ and every trial field $\mathbf u$ by a number $c$. Then $e-e^*$ is multiplied by $c$ and $U$ by $c^2$. This holds for every trial field, so it holds for the minimum: $U_{\min}\propto\varepsilon^2$.

*Dependence on size.* Enlarge the island by a factor $L$ at fixed shape, and use the enlarged fields $\mathbf u_L(\mathbf x)=L\,\mathbf u(\mathbf x/L)$. The factor $L$ in front cancels the $1/L$ produced by differentiation, so strains at corresponding points are unchanged. The volume element grows by $L^3$, hence $U_{\min}\propto L^3\propto V$. The very thick substrate brings in no length of its own.

Together these give $U_{\min}=(1-g)M\varepsilon^2V$, where $g$ is a pure number set by the shape and by $\nu$. Compared with the flat state, the energy released is

$$M\varepsilon^2V-U_{\min}=gM\varepsilon^2V\equiv B\varepsilon^2V,\qquad B=gM.$$

*Effect of the layer underneath.* Start from the state in which island and layer are both strained like the flat film. A further displacement $\mathbf u$ changes the energy by a quadratic term, which is the same with or without the layer because the stiffnesses are equal, and by the linear term $-M\varepsilon\int(\partial_xu_x+\partial_yu_y)\,d^3x$ over the strained material. Over a uniform layer this integral equals the outward flow of $\mathbf u$ through the layer's distant rim. The disturbance from an island dies off as the inverse square of distance while the rim grows in proportion to distance, so the flow vanishes. The layer leaves $g$ unchanged.

*Value of $g$.* Scaling cannot supply this number. Minimizing $U$ by finite elements for the cone, on a substrate 120 nm in radius and depth, gives $g=0.2437$ for $R=5$ nm at misfit 0.040. It gives 0.2436 for $R=3$ nm at the same misfit, and 0.2440 for $R=12$ nm at misfit 0.020. The substrate was not enlarged with the island, so this agreement tests the scaling argument. The finite mesh leaves $g$ about 0.6% low (the converged value is close to 0.245), so the critical volumes below are nearly 2% high. A common error in $g$ cancels from their ratio; the small spread among the three values comes mainly from the mesh, not from the finite substrate. At half the slope $g$ drops to 0.1284, so the shape must indeed be held fixed. With $g=0.2437$,

$$B=0.2437\times873.8=213\ \text{eV/nm}^3.$$

The island releases about a quarter of the flat-layer energy; the rest remains in the island and the substrate.

## (c) The critical island

**Find the volume at which the island energy is stationary, show that it is a maximum, and find the barrier. At what volume does the island first have less energy than the flat layer?**

*Answer.* The energy is

$$E(V)=AV^{2/3}-B\varepsilon^2V.$$

Its derivative is the energy needed to add a unit volume taken from the layer:

$$\frac{dE}{dV}=\tfrac23AV^{-1/3}-B\varepsilon^2 .$$

Setting this to zero gives $V_c^{1/3}=2A/(3B\varepsilon^2)$, or

$$V_c=\left(\frac{2A}{3B\varepsilon^2}\right)^3 .$$

The second derivative, $-\frac29AV^{-4/3}$, is negative for $A>0$, so the point is a maximum. A smaller island lowers its energy by giving material back to the layer, and a larger one by taking material from it.

For the barrier, factor out $V_c^{2/3}$ and use $B\varepsilon^2V_c^{1/3}=\frac23A$:

$$E_c=V_c^{2/3}\left(A-B\varepsilon^2V_c^{1/3}\right)=\tfrac13AV_c^{2/3}=\frac{4A^3}{27B^2\varepsilon^4}.$$

The last form follows from $V_c^{2/3}=4A^2/(9B^2\varepsilon^4)$.

The energy returns to zero when $A=B\varepsilon^2V^{1/3}$, that is, at

$$V_0=\left(\frac{A}{B\varepsilon^2}\right)^3=\left(\tfrac32\right)^3V_c=\tfrac{27}{8}V_c .$$

Between $V_c$ and $V_0$ an island grows downhill in energy although it still has more energy than the flat layer.

## (d) Halving the misfit

**Alloying halves $\varepsilon$ and leaves $A$ and $B$ unchanged. By what factors do $V_c$, the critical radius and the barrier change? Does the answer depend on whether "critical" means $V_c$ or $V_0$?**

*Answer.* At fixed $A$ and $B$, $V_c\propto(\varepsilon^{-2})^3=\varepsilon^{-6}$. Therefore

$$\frac{V_c(\varepsilon/2)}{V_c(\varepsilon)}=\left(\frac12\right)^{-6}=2^6=64 .$$

The power arises in two stages. Halving the misfit divides the elastic gain per volume by 4. Surface cost per volume falls as one over length, so the island must be 4 times larger in every direction to restore the balance, and $4^3=64$.

The radius varies as $V^{1/3}$ at fixed slope, so it rises by 4. The barrier varies as $\varepsilon^{-4}$, so it rises by $2^4=16$. Since $V_0$ is a fixed multiple of $V_c$, it too rises by 64, and the choice of definition does not matter.

## (e) Numbers

**Evaluate the critical volume, size and barrier at both misfits. Comment on the barriers.**

*Answer.* At $\varepsilon=0.040$ the gain is $B\varepsilon^2=0.3408$ eV/nm³, so

$$V_c^{1/3}=\frac{2\times1.101}{3\times0.3408}=2.154\ \text{nm},\qquad V_c=10.0\ \text{nm}^3,$$

$$E_c=\tfrac13\times1.101\times(2.154)^2=1.70\ \text{eV}.$$

At $\varepsilon=0.020$ the gain is 0.0852 eV/nm³, and the same steps give $V_c^{1/3}=8.62$ nm, $V_c=640$ nm³ and $E_c=27.3$ eV. The radii follow from $R=(3V/\pi s)^{1/3}$.

| | misfit 0.040 | misfit 0.020 |
|---|---|---|
| critical volume (nm³) | 10.0 | 640 |
| base radius (nm) | 3.6 | 14.5 |
| height (nm) | 0.73 | 2.9 |
| atoms | about 440 | about 28,000 |
| barrier (eV) | 1.7 | 27 |

As a test that does not use the formula for $V_c$, the surface cost and the finite-element energy were added and the maximum was located numerically. It lies at 10.00 and 637.8 nm³, a ratio of 63.8. The shortfall of 0.3% from 64 is comparable with the effect of the small numerical drift of $g$ with island size: $(0.2437/0.2440)^3=0.996$.

At 900 K, $kT=0.0776$ eV, so the barriers are 22 $kT$ and 351 $kT$. The Boltzmann factor $e^{-22}$ is about $3\times10^{-10}$, small but not hopeless given many sites and attempts. The factor $e^{-351}$ rules out a thermal fluctuation for any practical number of sites. An island held at slope 0.20 therefore does not form at the lower misfit by a single fluctuation from an unsupersaturated layer. This conclusion rests on the fixed slope. For shallow cones $A\propto s^{4/3}$ and $B\propto s$, so $E_c\propto A^3/B^2\propto s^2$: at misfit 0.020 the barrier is about 6 eV at slope 0.10 and about 1.5 eV at slope 0.05, where the critical island is only 0.7 nm high. With equal facet and layer energies a flatter island can thus form first and steepen once it is large. The 27 eV figure is a real barrier only if anisotropy of the surface energy excludes slopes below the facet slope.

## (f) When the factor is not 64

**Examine how the ratio changes if (i) $A$ or $B$ changes on alloying, (ii) the layer is supersaturated, (iii) the island's rim has an energy per length. Then assess the model for real germanium-rich islands on silicon.**

*Answer.* (i) *Changed coefficients.* Let primes denote values after alloying. The formula for $V_c$ gives

$$\frac{V_c'}{V_c}=64\left(\frac{A'}{A}\right)^3\left(\frac{B}{B'}\right)^3 .$$

Suppose alloying with the stiffer silicon raises $M$ from 140 to 160 GPa, with $g$ and $A$ held fixed. The ratio becomes $64\times(140/160)^3=43$. Holding $g$ fixed means that the substrate stiffens in the same proportion. If only the island stiffens and the substrate is unchanged, $g$ rises by about 8% as well and the ratio falls to about 34.

The surface term is far more sensitive. If the facet energy $\gamma_f$ differs from the layer energy $\gamma$, then $\gamma(\sec\theta-1)$ is replaced by $\gamma_f\sec\theta-\gamma$. Let alloying raise $\gamma_f$ by 1% above $\gamma$, with all else fixed:

$$\frac{A'}{A}=\frac{1.01\times1.01980-1}{0.01980}=1.515,\qquad \frac{V_c'}{V_c}=64\times1.515^3\approx223 .$$

A change the other way lowers the ratio. Once $\gamma_f$ falls below $\gamma\cos\theta$, here about 2% below $\gamma$, $A$ is negative and there is no barrier at all.

A change of slope also alters both coefficients. If the alloyed island had slope 0.10 instead of 0.20, then $\sec\theta-1$ would be 0.00499, and

$$\frac{A'}{A}=\frac{0.00499}{0.01980}\times2^{2/3}=0.400,\qquad\frac{B'}{B}=\frac{0.1284}{0.2437}=0.527 .$$

The ratio would be $64\times(0.400/0.527)^3\approx28$.

(ii) *Supersaturation.* Let each unit volume moved from the layer to the island release an additional energy $p$. Then $B\varepsilon^2$ is replaced by $B\varepsilon^2+p$ throughout, and

$$\frac{V_c(\varepsilon/2)}{V_c(\varepsilon)}=\left(\frac{B\varepsilon^2+p}{\frac14B\varepsilon^2+p}\right)^3 .$$

This tends to 64 for $p\ll\frac14B\varepsilon^2$ and to 1 for $p\gg B\varepsilon^2$, where misfit no longer drives growth. Per atom, the elastic gains are 7.70 and 1.93 meV. A supersaturation of 2 meV per atom at both misfits therefore gives $(9.70/3.93)^3\approx15$.

This matters for a population of islands. They share one layer, and $p$ changes as they consume or return material. The volume separating growing from shrinking islands then drifts with time, and the factor 64 cannot be assumed for two populations. It holds when $p$ is negligible in both, or when $p$ is the same fraction of $B\varepsilon^2$ in both.

(iii) *Rim energy.* An energy $\lambda$ per length adds $2\pi R\lambda=\Lambda V^{1/3}$, with $\Lambda=2\pi\lambda(3/\pi s)^{1/3}$. The stationary condition is

$$\tfrac23AV^{-1/3}+\tfrac13\Lambda V^{-2/3}-B\varepsilon^2=0 .$$

Multiply by $V^{2/3}$ and write $x=V^{1/3}$ to obtain $B\varepsilon^2x^2-\frac23Ax-\frac13\Lambda=0$. The positive root is

$$x=\frac{\frac13A+\sqrt{\frac19A^2+\frac13B\varepsilon^2\Lambda}}{B\varepsilon^2}.$$

For small $\Lambda$ this returns $2A/(3B\varepsilon^2)$ and the factor 64. When the rim term dominates, $x\approx\sqrt{\Lambda/(3B\varepsilon^2)}\propto1/\varepsilon$, so $V_c\propto\varepsilon^{-3}$ and the factor is 8. For $\lambda=0.1$ eV/nm, chosen for illustration, the critical volumes are 16.8 and 747 nm³, a ratio of 45. The smaller island is affected more because it has more rim per area.

*The real system.* Germanium on silicon has a misfit of roughly 4%, and an alloy with about half germanium has roughly half of that. Shallow pyramids with slope near 0.2 occur in this system; the cone replaces their square base by a round one. Besides the fixed slope discussed in part (e), the assumption most open to doubt is the constant $A$, because surface energies depend on strain, composition and layer thickness, and a 1% shift of the facet energy alone moves the ratio from 64 to 223. Other effects for these numbers are as follows.

- *Composition.* If island and layer differ in composition, the free energy of mixing no longer cancels. Its natural scale, $kT=78$ meV per atom, is 40 times the elastic gain of 1.93 meV per atom, so even modest differences can matter.
- *Anisotropy.* The isotropic model has a shear modulus of 40 GPa, whereas germanium sheared along its cube faces has roughly 67 GPa. At fixed driving stress and $\nu$, displacements and hence $g$ vary inversely with stiffness, so using 67 GPa would raise $V_c$ by about $(67/40.2)^3=4.6$. This overstates the effect, because germanium is softer in other shears: for a very shallow island, the direction-averaged response of cubic germanium gives a factor of about 1.9. Much of the response lies in the substrate, however, and for cubic silicon, which is stiffer, the same estimate gives about 3.7. Whatever its true size, the factor applies at both misfits and cancels from the ratio if the anisotropy is unchanged.
- *Neighbours.* Confining the island to a cell of radius $2R$, whose wall blocks radial displacement as close neighbours would, lowers $g$ by about 2%, to 0.2387. Since the wall stays in place while the island grows, the gain per added volume, $d(gV)/dV$, falls by about twice as much, and $V_c$ rises by about 14% when the wall stands at twice the critical radius. This also cancels from the ratio if the spacing is the same multiple of the critical radius at both misfits.
- *Dislocations.* For a flat layer as thick as the island is high, the misfit work available to a 60-degree dislocation is estimated at roughly 0.8 of its line energy at both misfits, taking the logarithmic factor of the line energy as $\ln(h/b)+1$ for thickness $h$ and Burgers vector $b=0.4$ nm. The core term matters at these thicknesses: $\ln(4h/b)$ gives 0.6 to 0.7, while $\ln(h/b)$ gives values above 1. The estimate also leaves out the strained layer beneath the island, and a layer of about 1 nm could be enough to bring the ratio to 1 or above, depending on the poorly known energy of the dislocation core. Coherence at the critical size is therefore plausible over a thinner layer but not assured, and the margin shrinks as the island grows.
- *Atomic scale.* At misfit 0.040 the critical island is 0.73 nm high, only a few atomic layers, so a continuum energy gives its size only roughly.

The volumes in part (e) are therefore estimates of scale. The factor 64 belongs to the stated comparison, in which the misfit alone changes.

## Computed results

```
biaxial modulus: 140 GPa = 873.8 eV/nm^3
Poisson ratio: 0.27; island slope: 0.20
surface energy: 1.00 J/m^2 = 6.242 eV/nm^2
secant of slope angle minus one: 0.01980
surface coefficient A: 1.1011 eV/nm^2
shallow limit of g/slope, finite elements: 1.3372
shallow limit of g/slope, integral: 1.3452
released fraction g, R = 5 nm: 0.2437
released fraction g, R = 3 nm: 0.2436
released fraction g, R = 12 nm, half misfit: 0.2440
released fraction g, half slope: 0.1284
coefficient B = g M: 212.97 eV/nm^3
[full misfit] misfit: 0.040
[full misfit] flat-layer energy: 1.3981 eV/nm^3
[full misfit] elastic gain B eps^2: 0.3408 eV/nm^3 = 7.70 meV/atom
[full misfit] critical volume, formula: 10.00 nm^3
[full misfit] critical volume, numerical: 10.00 nm^3
[full misfit] atoms in it: 442
[full misfit] base radius: 3.63 nm, height: 0.73 nm
[full misfit] barrier, formula: 1.703 eV = 22.0 kT; numerical: 1.705 eV
[full misfit] dislocation work / line energy: 0.78
[half misfit] misfit: 0.020
[half misfit] flat-layer energy: 0.3495 eV/nm^3
[half misfit] elastic gain B eps^2: 0.0852 eV/nm^3 = 1.93 meV/atom
[half misfit] critical volume, formula: 639.78 nm^3
[half misfit] critical volume, numerical: 637.77 nm^3
[half misfit] atoms in it: 28309
[half misfit] base radius: 14.51 nm, height: 2.90 nm
[half misfit] barrier, formula: 27.251 eV = 351.4 kT; numerical: 27.195 eV
[half misfit] dislocation work / line energy: 0.83
volume ratio, formula: 64.000
volume ratio, numerical maxima: 63.80
radius ratio, formula: 4.000
barrier ratio, formula: 16.000; numerical: 15.95
temperature: 900 K, kT: 0.0776 eV
atomic volume: 0.0226 nm^3; Burgers vector: 0.4 nm
volume ratio if alloy modulus is 160 GPa: 42.9
volume ratio if alloy facet energy is 1% higher: 223
volume ratio with 2 meV/atom supersaturation: 15.1
volume ratio with edge energy 0.1 eV/nm: 44.6
critical volumes with that edge energy: 16.8 and 746.9 nm^3
g in a crowded cell of radius 2R: 0.2387
critical volume factor from crowding: 1.065
isotropic shear modulus used: 40.2 GPa
rough volume factor if shear modulus were 67 GPa at fixed M: 4.6
```
